# Why the negative nitrogen-vacancy centre in diamond has a triplet ground state

## What symmetry fixes

The centre has threefold symmetry $C_{3v}$ about the nitrogen-vacancy axis. Its two open-shell electrons occupy a degenerate orbital pair $e_x,e_y$, as the filling below shows. The spatial states of two electrons in this pair decompose as

$$E\otimes E=(A_1+E)_{\rm symmetric}+(A_2)_{\rm antisymmetric}.$$

The Pauli principle joins symmetric space functions to spin singlets and the antisymmetric one to a triplet. The possible terms are therefore ${}^3A_2$, ${}^1E$ and ${}^1A_1$.

Symmetry also reduces their first-order spacings to one number. For real orbitals and a repulsion $v$, write $(ab|cd)=\iint a(1)b(1)\,v_{12}\,c(2)d(2)$ and

$$J_{xx}=(xx|xx),\quad J_{xy}=(xx|yy),\quad K=(xy|xy).$$

The densities $D_1=(e_x^2-e_y^2)/2$ and $D_2=e_xe_y$ rotate into each other by $240^\circ$ when the defect is turned by $120^\circ$. A symmetric $2\times2$ matrix unchanged by such a rotation is a multiple of the identity, so $(D_1|D_1)=(D_2|D_2)$. Also $J_{xx}=J_{yy}$, because $D_1$ has no interaction with the invariant density $e_x^2+e_y^2$. Hence

$$\tfrac14(2J_{xx}-2J_{xy})=K\quad\Rightarrow\quad J_{xx}-J_{xy}=2K .$$

The repulsion energies follow from the wavefunctions:

- ${}^3A_2$, $(xy-yx)/\sqrt2$: $J_{xy}-K$.
- ${}^1E$, $(xy+yx)/\sqrt2$: $J_{xy}+K$.
- ${}^1A_1$, $(xx+yy)/\sqrt2$: $J_{xx}+K=J_{xy}+3K$.

Relative to the triplet they lie at $0,\,2K,\,4K$. The sign of $K$ is definite. With $\rho=e_xe_y$ and the bare Coulomb repulsion,

$$K=\frac{q_e^2}{\varepsilon_0}\int\frac{d^3k}{(2\pi)^3}\frac{|\rho_{\mathbf k}|^2}{k^2}>0 ,$$

where $q_e$ is the elementary charge. To first order the triplet is lowest. Two questions remain: whether six electrons really leave two in $e$, and whether the order survives configuration mixing.

## Filling the dangling bonds

Each of the three carbon atoms beside the vacancy has four valence electrons and three bonds, which leaves one electron. Nitrogen has five and three bonds, which leaves two. One more is captured from a donor: $3+2+1=6$.

Let $\sigma_1,\sigma_2,\sigma_3$ (carbon) and $\sigma_N$ be orthogonalized hybrids. The symmetry-adapted carbon orbitals are

$$a_C=\frac{\sigma_1+\sigma_2+\sigma_3}{\sqrt3},\quad e_x=\frac{2\sigma_1-\sigma_2-\sigma_3}{\sqrt6},\quad e_y=\frac{\sigma_2-\sigma_3}{\sqrt2}.$$

Take C–C matrix elements $-t$ with $t>0$, C–N elements $-t_N$, carbon site energy zero and nitrogen site energy $-d$. The coefficients $c_i$ of an $e$ orbital sum to zero. Its coupling to nitrogen therefore vanishes, and on carbon $-t\sum_{j\ne i}c_j=+t\,c_i$, so the $e$ level is $+t$. The $a_1$ orbitals obey

$$F_a=\begin{pmatrix}-2t&-\sqrt3\,t_N\\-\sqrt3\,t_N&-d\end{pmatrix}.$$

Both $a_1$ levels lie below $e$ when $t\,\mathbb 1-F_a$ is positive definite. Its first diagonal element, $3t$, is positive, so the condition is a positive determinant, $3t(t+d)-3t_N^2>0$:

$$t(t+d)>t_N^2 .$$

The filling is then $a_1^2a_1'^2e^2$. The closed shells act on $e$ through a $C_{3v}$-invariant operator, which is a multiple of the identity within the pair. They add one constant to all three terms.

The levels need a convention, because repulsion shifts them. Here they are electron-removal levels of the full eight-electron shell, so that six electrons are two holes. Let $m$ count holes. Then $n_\uparrow n_\downarrow=(1-m_\uparrow)(1-m_\downarrow)$ contains a constant, terms linear in $m$ and $+m_\uparrow m_\downarrow$. The product $n_in_j=(2-m_i)(2-m_j)$ likewise ends in $+m_im_j$. The linear terms are absorbed in the levels. Reordering the operators reverses the sign of the one-body part. Holes thus have energies $-t$ in $e$ and repel one another as electrons do.

## What exchange means here

Let two holes repel with energy $U$ on one site and $V$ on different sites, and let $W=U-V$. The product $e_xe_y$ has site weights $0,-1/\sqrt{12},+1/\sqrt{12}$, so

$$K=\frac{2U}{12}-\frac{2V}{12}=\frac{U-V}{6}.$$

In the triplet the same-site amplitude $(x_iy_i-y_ix_i)/\sqrt2$ vanishes, and each carbon pair is occupied with probability $1/3$. In ${}^1E$ the probability of sharing a carbon is $\sum_i2(x_iy_i)^2=1/3$. In ${}^1A_1$ it is $\sum_i(x_i^2+y_i^2)^2/2=3(2/3)^2/2=2/3$. The costs $W/3$ and $2W/3$ are the spacings $2K$ and $4K$.

The neglected integrals can be included. Multiplying out the orbitals gives

$$e_xe_y=\frac{-\sigma_2^2+\sigma_3^2+2\sigma_1\sigma_2-2\sigma_1\sigma_3}{\sqrt{12}},$$

and the self-repulsion of this density is

$$K=\frac{U-V}{6}+\frac23(X-Y-A+B),$$

with $X=(12|12)$, $Y=(12|13)$, $A=(11|12)$, $B=(11|23)$. Minimal-basis (STO-3G) hybrids at unrelaxed diamond positions (C–C distance 0.252 nm) give bare values $U=20.53$ eV and $V=7.57$ eV. The first term is $12.96/6=2.16$ eV and the second 0.10 eV, so $K=2.26$ eV. These numbers depend on the basis: PySCF's MINAO functions give $U=18.54$ eV, a second term of 0.15 eV and $K=1.98$ eV, which is 12% lower. In both cases same-site avoidance supplies more than 90% of the exchange.

## Why mixing does not overturn the order

Singlets can lower their energy by mixing configurations, so $K>0$ alone does not settle the ground state. A bound does, within the four-orbital model with repulsion between site occupations only. Let $e$ be the highest level, let every same-site repulsion exceed the C–C value $V$, and let the C–N repulsion be at least $V$. Any two-hole state then has one-body energy at least $-2t$ and repulsion at least $V$. The triplet $e^2$ state reaches both minima:

$$E({}^3A_2)=-2t+V .$$

A competitor must also reach both. The first minimum confines it to $e^2$, where every singlet has repulsion of at least $V+W/3$. No singlet can therefore tie, and the triplet is the unique ground term. The conditions are sufficient; the C–N one is not necessary, as a case below shows.

The size of the gap follows in closed form if nitrogen is inert, so that holes visit carbon alone. The hole energies are then $-t$ in $e$ and $+2t$ in $a_C$. For one component of ${}^1E$ there are two configurations, $e^2$ and $a_Ce$. A single same-site state $\sum_ix_i|ii\rangle$ has this symmetry. Its overlap with $(a_Ce_x+e_xa_C)/\sqrt2$ is $\sqrt2/\sqrt3$, which leaves a squared overlap of $1/3$ with $e^2$. Measured from the triplet, the matrix is

$$\begin{pmatrix}W/3&\pm\sqrt2\,W/3\\\pm\sqrt2\,W/3&3t+2W/3\end{pmatrix}.$$

Its trace is $W+3t$ and its determinant $Wt$, because the $W^2$ terms cancel. The lower root is

$$\Delta_E=\tfrac12\left[W+3t-\sqrt{W^2+2Wt+9t^2}\right].$$

For ${}^1A_1$ the configurations are $e^2$ and $a_C^2$, with same-site probabilities $2/3$ and $1/3$ and one-body energies $0$ and $6t$. The trace is $W+6t$, the determinant $4Wt$, and

$$\Delta_A=\tfrac12\left[W+6t-\sqrt{(W+6t)^2-16Wt}\right].$$

For $W\ll t$ the lower root is the determinant over the trace, so $\Delta_E\to W/3=2K$, the first-order result. For $W\gg t$ the same ratio gives $\Delta_E\to t$. Strongly repelling holes avoid each other in the singlet too, but must use $a_C$ to do so. The gap is then a kinetic cost, no longer proportional to exchange.

## How large

Take rough parameters in the regime of the real centre: $t=t_N=1$ eV, $d=4$ eV, $U=4.5$ eV, $V=1.5$ eV. Then $W=3$ eV and $K=3/6=0.5$ eV. The $a_1$ levels are $-3\pm\sqrt{1+3}=-1$ and $-5$ eV, and $e$ is at $+1$ eV. The upper $a_1'$ orbital is 75% carbon.

| Above ${}^3A_2$ (eV) | ${}^1E$ | ${}^1A_1$ |
|---|---|---|
| First order | 1.00 | 2.00 |
| Inert nitrogen | 0.44 | 1.44 |
| Full mixing, four orbitals | 0.48 | 1.55 |

The inert-nitrogen row uses $t_{\rm eff}=2/3$ eV, which reproduces the 2 eV separation of $e$ from $a_1'$. For example, $\Delta_E=\frac12(5-\sqrt{9+4+4})=0.44$ eV. First order gives the right sign but about twice the fully mixed ${}^1E$ gap.

At 300 K, $k_BT=0.0259$ eV. With degeneracies 2 and 3, the equilibrium population ratio of ${}^1E$ to ${}^3A_2$ is $\frac23e^{-0.481/0.02585}\approx5.5\times10^{-9}$.

The three triplet sublevels are split far more finely. For point dipoles a distance $r$ apart along $\mathbf n$, the coupling is $C[\mathbf S_1\!\cdot\!\mathbf S_2-3(\mathbf S_1\!\cdot\!\mathbf n)(\mathbf S_2\!\cdot\!\mathbf n)]$ with $C=\mu_0g^2\mu_B^2/4\pi r^3$. In a triplet $\mathbf S_1\!\cdot\!\mathbf S_2=\frac14$ and $(\mathbf S_1\!\cdot\!\mathbf n)(\mathbf S_2\!\cdot\!\mathbf n)=\frac12(\mathbf S\!\cdot\!\mathbf n)^2-\frac14$. Averaged over the three carbon pairs, $(\mathbf S\!\cdot\!\mathbf n)^2$ becomes $1-\frac12S_z^2$. The coupling is then $C(\frac34S_z^2-\frac12)$, so with the C–C distance $r=0.252$ nm, $D=\frac34C=10$ µeV, or 2.4 GHz, and the $S_z=0$ level is lowest. This estimate puts the dipoles at the nuclei, whereas the hybrids lean into the vacancy and so lie closer together. Integrating the dipolar coupling over the hybrids gives 5.2 GHz with STO-3G and 5.0 GHz with MINAO; the STO-3G value falls to 4.3 GHz if the carbons move outward by 6%. The point-dipole value therefore gives the sign and the scale, not an accurate splitting.

## When it fails

**No nitrogen lowering.** With $d=0$, $t_N=t$ and equal repulsions on all sites, $e$ and $a_1'$ merge into a threefold level. Two holes in it form six singlets. Requiring zero amplitude for double occupancy on four sites imposes at most four conditions, so at least two singlets avoid all same-site repulsion. They tie with the triplet, and the computed gap is zero. With $t_N=t$ and equal repulsions, nitrogen's deeper level is what makes ${}^3A_2$ the sole ground term. It is not the only way to lift the tie: at $d=0$, raising the C–N repulsion by 0.5 eV opens a gap of 0.20 eV.

**Wrong level order.** For $t=1$, $t_N=1.5$, $d=0$, $U=1.6$ and $V=1.5$ eV, $t(t+d)=1$ is less than $t_N^2=2.25$. The upper $a_1$ level is above $e$, both holes prefer it, and a singlet lies 0.735 eV below the triplet.

**Same-site repulsion below $V$.** In the main example, lowering $U$ to $V-0.5$ eV puts a singlet 0.34 eV below the triplet.

**Distortion.** Let strain split $e$ by $\delta$. The triplet has one hole in each orbital, so its first-order shift cancels. The singlets $xx$ and $yy$, measured from the unstrained $J_{xy}$ energy, obey

$$\begin{pmatrix}2K-\delta&K\\K&2K+\delta\end{pmatrix},\qquad E=2K\pm\sqrt{K^2+\delta^2}.$$

The lower one meets the triplet at $-K$ when $\sqrt{K^2+\delta^2}=3K$, so $\delta=2\sqrt2K=1.41$ eV. For carbon site shifts $q(2,-1,-1)$, with nominal splitting $\delta=2|q|$, full mixing moves the crossing to 1.65 eV when $e_x$ is raised and 1.01 eV when it is lowered. The two signs are not related by symmetry and need not agree. The crossing also depends on how strain enters. If the same nominal splitting comes from changing the C–C matrix elements by $+q$ (pair 2–3) and $-q/2$ (pairs 1–2 and 1–3), it lies at 0.69 eV when $e_x$ is raised and 1.2 eV when it is lowered. These splittings are large: in a hydrogen-capped cluster of the four neighbours (ROHF, STO-3G), a 2% uniaxial stretch across the axis splits $e$ by about 0.3 eV and a $+2\%/-2\%$ shear by about 0.65 eV (minimal-basis estimates, not converged in the basis), so strains well below 1% stay far from the crossing. The undistorted ${}^3A_2$ term is orbitally nondegenerate, so it has no linear Jahn–Teller force.

## The real centre, and what to do

In the real centre the spin-conserving optical transition is roughly 2 eV, the two singlets are roughly 1.2 eV apart and the sublevel splitting is roughly 2.9 GHz. The model's first excited triplet, at 2.0 eV, was set by the choice of levels and is no prediction; its singlet separation is 1.07 eV. The values of $t$ and $d$ are effective removal parameters, not atomic level differences. The chosen $W$ is 0.23 of the bare STO-3G value (0.27 with MINAO); the reduction stands for screening and for any spread of the orbitals beyond the four hybrids, neither of which is computed here for the crystal. Restoring all Coulomb integrals, scaled to the same $W$, changes the ${}^1E$ gap from 0.48 to 0.51 eV with STO-3G and to 0.545 eV with MINAO; lowering the C–N repulsion by 0.5 eV gives 0.47 eV. Real carbon neighbours relax, which changes $t$. Differentiating $\Delta_E$ at the example's values gives $\partial\Delta_E/\partial t\approx0.41$, so a 10% change in $t_{\rm eff}$ moves the gap by about 0.03 eV. Relaxation can do more: the overlap of the STO-3G carbon hybrids falls by 25% when the carbons move outward by 6%, and if $t_{\rm eff}$ fell in proportion at fixed $W$, $\Delta_E$ would drop by about 0.08 eV. With MINAO the overlap falls by 16% and the drop is about 0.05 eV. Coupling to the diamond bands and frequency-dependent screening are not sized here.

For a first-principles calculation, three consequences follow.

1. Fix the charge at $-1$. With one electron fewer and the same level order, the filling is $e^1$, a doublet.
2. Compute the triplet as $e_x{\uparrow}e_y{\uparrow}$, a single determinant. The determinant $e_x{\uparrow}e_y{\downarrow}$ is half triplet and half ${}^1E$. With frozen orbitals it lies $K$ above the triplet, so the first-order singlet gap is twice that difference.
3. Do not take the doubled value as the final gap. In the example it is 1.0 eV against 0.48 eV with mixing. Treat the singlets with a many-configuration method whose active space contains at least $a_1'$, $e_x$ and $e_y$, and check the effect of adding the lower $a_1$.

The remaining computed values are in the numerical output.

## Computed results

```
inputs: t = 1.00 eV, t_N = 1.00 eV, d = 4.00 eV
inputs: U = 4.50 eV, V = 1.50 eV, W = 3.00 eV
levels: a1 -5.000 eV, a1' -1.000 eV, e 1.000 eV
carbon weight of upper a1' orbital: 0.750
exchange integral K: 0.500 eV
first order, above 3A2: 1E 1.000 eV, 1A1 2.000 eV
same-carbon probability: 1E 0.3333, 1A1 0.6667
probability of each carbon pair in 3A2: 0.3333
full mixing, above 3A2: 1E 0.481 eV, 1A1 1.549 eV
full mixing, first excited triplet: 2.000 eV
inert-N closed form: t_eff = 0.6667 eV
inert-N closed form: 1E 0.438 eV, 1A1 1.438 eV
random cases: e on top 427 (all triplet), e not on top 173
singlet minus triplet, d = 0 and t_N = t: 0.000 eV
a1-above-e case: t = 1.0, t_N = 1.5, d = 0.0, U = 1.6, V = 1.5 eV
  singlet minus triplet: -0.735 eV
singlet minus triplet if U = V - 0.5 eV: -0.344 eV
rough lattice constant: 0.357 nm, C-C distance 0.2524 nm
bare integrals: U 20.53 eV, V(CC) 7.57 eV, V(CN) 7.46 eV
bare J_xx 14.182 eV, J_xy 9.665 eV, K 2.258 eV
bare (U-V)/6: 2.160 eV, other terms 0.099 eV
model W / bare (U-V): 0.232
1E gap with all integrals, scaled to W: 0.513 eV
1E gap with V(CN) lower by 0.5 eV: 0.471 eV
e splitting that reverses order, first order: 1.414 eV
same, full mixing, ex raised: 1.651 eV
same, full mixing, ex lowered: 1.006 eV
kT at 300 K: 0.02585 eV, population 1E/3A2: 5.50e-09
spin-spin splitting D (point dipoles): 10.03 micro-eV
  the same as a frequency: 2.43 GHz
```
